# Adatom Capture by the Inner Edge of an Annular Terrace: verification in Python

```python
"""Capture of adatoms by the inner edge of an annular terrace.
Result under test, for perfect sinks at radii R1 < R2:
    J1 = pi F {(R2^2-R1^2)/(2 ln(R2/R1)) - R1^2}
F: atoms landing per area and time; D: surface diffusion constant;
n: adatom density; J1: atoms per time reaching the inner edge from
the terrace. Lengths in nm, times in s, energies in eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def capture_formula(r1, r2, flux):
    return np.pi * flux * ((r2**2 - r1**2) / (2 * np.log(r2 / r1)) - r1**2)


def density_formula(r, r1, r2, flux, diff):
    log_part = (r2**2 - r1**2) * np.log(r / r1) / np.log(r2 / r1)
    return flux / (4 * diff) * (r1**2 - r**2 + log_part)


def barrier_formula(r1, r2, flux, ell):
    top = r2**2 - r1**2 + 2 * ell * r2
    bottom = 2 * (np.log(r2 / r1) + ell / r2)
    return np.pi * flux * (top / bottom - r1**2)


def radial_solution(r1, r2, flux, diff, n1=0.0, n2=0.0, ell=0.0, cells=1500):
    """Finite-volume balance of atoms in rings; returns radii, n, J1.
    ell is the extra length that represents a barrier at the outer edge."""
    faces = np.geomspace(r1, r2, cells + 1)
    mid = 0.5 * (faces[1:] + faces[:-1])
    link = 2 * np.pi * diff * faces[1:-1] / np.diff(mid)
    link_in = 2 * np.pi * diff * r1 / (mid[0] - r1)
    link_out = 2 * np.pi * diff * r2 / (r2 - mid[-1] + ell)
    band = np.zeros((3, cells))
    band[0, 1:] = -link
    band[2, :-1] = -link
    band[1, :-1] += link
    band[1, 1:] += link
    band[1, 0] += link_in
    band[1, -1] += link_out
    source = np.pi * flux * np.diff(faces**2)
    source[0] += link_in * n1
    source[-1] += link_out * n2
    n = solve_banded((1, 1), band, source)
    return mid, n, link_in * (n[0] - n1)


def lattice_walk(r1, r2, spacing, square=False):
    """Square-lattice walk: site radii and chance to hit the inner edge first.
    With square=True the edges are squares of the same enclosed areas."""
    half = int(np.ceil(r2 / spacing)) + 2
    x, y = np.meshgrid(np.arange(-half, half + 1) * spacing,
                       np.arange(-half, half + 1) * spacing, indexing="ij")
    radius = np.hypot(x, y)
    if square:
        radius = np.maximum(abs(x), abs(y)) * 2 / np.sqrt(np.pi)
    terrace = (radius > r1) & (radius < r2)
    inside = radius <= r1
    label = -np.ones(radius.shape, dtype=int)
    count = int(terrace.sum())
    label[terrace] = np.arange(count)
    rows, cols = [], []
    inner_neighbours = np.zeros(count)
    for axis, shift in ((0, 1), (0, -1), (1, 1), (1, -1)):
        neighbour = np.roll(label, shift, axis)[terrace]
        inner_neighbours += np.roll(inside, shift, axis)[terrace]
        linked = neighbour >= 0
        rows.append(np.arange(count)[linked])
        cols.append(neighbour[linked])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    hops = coo_matrix((np.ones(len(rows)), (rows, cols)), shape=(count, count))
    matrix = (diags(np.full(count, 4.0)) - hops).tocsc()
    return radius[terrace], spsolve(matrix, inner_neighbours)


# Symbolic solution from the general integral of the diffusion equation
r, a1, a2, Fs, Ds = sp.symbols("r R1 R2 F D", positive=True)
A, B = sp.symbols("A B")
general = -Fs * r**2 / (4 * Ds) + A * sp.log(r) + B
balance = Ds / r * sp.diff(r * sp.diff(general, r), r) + Fs
assert sp.simplify(balance) == 0
fixed = sp.solve([general.subs(r, a1), general.subs(r, a2)], [A, B], dict=True)[0]
slope = sp.diff(general.subs(fixed), r).subs(r, a1)
current = 2 * sp.pi * a1 * Ds * slope
claim = sp.pi * Fs * ((a2**2 - a1**2) / (2 * sp.log(a2 / a1)) - a1**2)
assert sp.simplify(sp.expand_log(current - claim)) == 0

# Inputs of the example: rough values in the regime of Ag on Ag(100)
R1, R2 = 10.0, 20.0
temperature = 350.0
coverage_rate = 0.01
spacing = 0.29
attempt = 1.0e13
hop_barrier = 0.40
edge_barrier = 0.05
line_tension = 0.40
formation_energy = 0.50
desorption_energy = 2.5
capture_number = 3.0

kT = const.k * temperature / const.e
site_area = spacing**2
F = coverage_rate / site_area
D = site_area * attempt * np.exp(-hop_barrier / kT)
log_ratio = np.log(R2 / R1)
width = R2 - R1
area = np.pi * (R2**2 - R1**2)
total = F * area
J1 = capture_formula(R1, R2, F)
J2 = total - J1
peak_radius = np.sqrt((R2**2 - R1**2) / (2 * log_ratio))
peak_density = density_formula(peak_radius, R1, R2, F, D)

# Radial numerical solution against density, current and peak position
mid, n_num, J1_num = radial_solution(R1, R2, F, D)
n_formula = density_formula(mid, R1, R2, F, D)
assert np.max(abs(n_num - n_formula)) < 1e-4 * peak_density
assert abs(J1_num / J1 - 1) < 1e-4
assert abs(mid[np.argmax(n_num)] - peak_radius) < 0.02

# Splitting probability: quadrature and lattice walk
J1_split = quad(lambda s: 2 * np.pi * s * F * np.log(R2 / s) / log_ratio,
                R1, R2)[0]
assert abs(J1_split / J1 - 1) < 1e-9
site_radius, p_site = lattice_walk(R1, R2, spacing)
p_error = np.sqrt(np.mean((p_site - np.log(R2 / site_radius) / log_ratio)**2))
J1_lattice = coverage_rate * p_site.sum()
# The lattice edge is uncertain by a fraction of a site, a few percent of width
assert p_error < 0.02
assert abs(J1_lattice / J1 - 1) < 0.02

# Inner share: below one half, and its narrow and wide limits
for ratio in (1.1, 2.0, 10.0, 1000.0):
    share = radial_solution(1.0, ratio, 1.0, 1.0)[2] / (np.pi * (ratio**2 - 1))
    L = np.log(ratio)
    assert share < 0.5
    assert abs(share - (1 / (2 * L) - 1 / np.expm1(2 * L))) < 2e-5
    if ratio == 1.1:
        narrow_share = share
        assert abs(share - (0.5 - L / 6)) < 3e-5
    if ratio == 1000.0:
        wide_share = share
        assert abs(share * 2 * L - 1) < 5e-4

# Extra barrier at the outer edge
ell = spacing * np.expm1(edge_barrier / kT)
J1_barrier = barrier_formula(R1, R2, F, ell)
assert abs(radial_solution(R1, R2, F, D, ell=ell)[2] / J1_barrier - 1) < 1e-4
assert abs(radial_solution(R1, R2, F, D, ell=1e7)[2] / total - 1) < 1e-4

# Edge densities that depend on curvature
n_flat = np.exp(-formation_energy / kT) / site_area
n1 = n_flat * np.exp(line_tension * site_area / (kT * R1))
n2 = n_flat * np.exp(line_tension * site_area / (kT * R2))
J_curvature = 2 * np.pi * D * (n2 - n1) / log_ratio
J1_curved = radial_solution(R1, R2, F, D, n1=n1, n2=n2)[2]
assert abs(J1_curved - J1 - J_curvature) < 1e-4 * J1
J1_common = radial_solution(R1, R2, F, D, n1=n_flat, n2=n_flat)[2]
assert abs(J1_common / J1 - 1) < 1e-4

# Sizes of the other neglected effects
adatoms = quad(lambda s: 2 * np.pi * s * density_formula(s, R1, R2, F, D),
               R1, R2)[0]
square_integral = quad(
    lambda s: 2 * np.pi * s * (density_formula(s, R1, R2, F, D)
                               / peak_density)**2, R1, R2)[0] * peak_density**2
layer_time = 1 / coverage_rate
nuclei = capture_number * D * square_integral * layer_time
desorbed = adatoms * attempt * np.exp(-desorption_energy / kT) / total
edge_speed = J1 * site_area / (2 * np.pi * R1)
relaxation = width**2 / (np.pi**2 * D)
p_square = lattice_walk(R1, R2, spacing, square=True)[1]

print("INPUTS (rough values, regime of Ag on Ag(100))")
print(f"inner radius R1 = {R1:.1f} nm")
print(f"outer radius R2 = {R2:.1f} nm")
print(f"temperature = {temperature:.0f} K")
print(f"deposition rate = {coverage_rate:.3f} monolayer/s")
print(f"site spacing = {spacing:.2f} nm")
print(f"attempt rate per direction = {attempt:.1e} 1/s")
print(f"hopping barrier = {hop_barrier:.2f} eV")
print(f"extra barrier at outer edge = {edge_barrier:.2f} eV")
print(f"edge line tension = {line_tension:.2f} eV/nm")
print(f"adatom formation energy = {formation_energy:.2f} eV")
print(f"desorption energy = {desorption_energy:.1f} eV")
print(f"capture number for nucleation = {capture_number:.1f}")
print("RESULTS")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"flux F = {F:.5f} atoms/(nm^2 s)")
print(f"diffusion constant D = {D:.3e} nm^2/s")
print(f"ln(R2/R1) = {log_ratio:.5f}")
print(f"terrace area = {area:.2f} nm^2")
print(f"atoms landing on terrace = {total:.3f} 1/s")
print(f"inner capture J1, formula = {J1:.3f} 1/s")
print(f"inner capture J1, radial numerics = {J1_num:.3f} 1/s")
print(f"inner capture J1, lattice walk = {J1_lattice:.3f} 1/s")
print(f"outer capture J2 = {J2:.3f} 1/s")
print(f"inner share J1/(J1+J2) = {J1 / total:.4f}")
print(f"narrow estimate 1/2 - L/6 = {0.5 - log_ratio / 6:.4f}")
print(f"peak radius r* = {peak_radius:.3f} nm")
print(f"chance of inner edge from r* = {np.log(R2/peak_radius)/log_ratio:.4f}")
print(f"peak density = {peak_density:.3e} 1/nm^2")
print(f"mean number of adatoms on terrace = {adatoms:.3e}")
print(f"inner edge speed from this terrace = {edge_speed:.5f} nm/s")
print(f"inner share at R2/R1 = 1.1: {narrow_share:.4f}")
print(f"inner share at R2/R1 = 1000: {wide_share:.4f}")
print("NEGLECTED EFFECTS")
print(f"edge-barrier length = {ell:.3f} nm")
print(f"J1 with edge barrier = {J1_barrier:.3f} 1/s")
print(f"change of J1 by edge barrier = {100 * (J1_barrier / J1 - 1):.2f} %")
print(f"flat-edge equilibrium density = {n_flat:.3e} 1/nm^2")
print(f"curvature current into inner edge = {J_curvature:.3f} 1/s")
print(f"change of J1 by curvature = {100 * J_curvature / J1:.2f} %")
print(f"time per monolayer = {layer_time:.1f} s")
print(f"nuclei per monolayer time (estimate) = {nuclei:.2f}")
print(f"desorbed fraction = {desorbed:.1e}")
print(f"density relaxation time = {relaxation:.2e} s")
print(f"edge speed * width / D = {edge_speed * width / D:.1e}")
print(f"change of J1 by lattice = {100 * (J1_lattice / J1 - 1):.2f} %")
print(f"inner share, round edges on lattice = {p_site.mean():.4f}")
print(f"inner share, square edges on lattice = {p_square.mean():.4f}")
print("no test failed")
```

It prints:

```
INPUTS (rough values, regime of Ag on Ag(100))
inner radius R1 = 10.0 nm
outer radius R2 = 20.0 nm
temperature = 350 K
deposition rate = 0.010 monolayer/s
site spacing = 0.29 nm
attempt rate per direction = 1.0e+13 1/s
hopping barrier = 0.40 eV
extra barrier at outer edge = 0.05 eV
edge line tension = 0.40 eV/nm
adatom formation energy = 0.50 eV
desorption energy = 2.5 eV
capture number for nucleation = 3.0
RESULTS
thermal energy kT = 0.03016 eV
flux F = 0.11891 atoms/(nm^2 s)
diffusion constant D = 1.462e+06 nm^2/s
ln(R2/R1) = 0.69315
terrace area = 942.48 nm^2
atoms landing on terrace = 112.066 1/s
inner capture J1, formula = 43.483 1/s
inner capture J1, radial numerics = 43.483 1/s
inner capture J1, lattice walk = 43.339 1/s
outer capture J2 = 68.583 1/s
inner share J1/(J1+J2) = 0.3880
narrow estimate 1/2 - L/6 = 0.3845
peak radius r* = 14.711 nm
chance of inner edge from r* = 0.4431
peak density = 1.030e-06 1/nm^2
mean number of adatoms on terrace = 6.437e-04
inner edge speed from this terrace = 0.05820 nm/s
inner share at R2/R1 = 1.1: 0.4841
inner share at R2/R1 = 1000: 0.0724
NEGLECTED EFFECTS
edge-barrier length = 1.232 nm
J1 with edge barrier = 49.080 1/s
change of J1 by edge barrier = 12.87 %
flat-edge equilibrium density = 7.508e-07 1/nm^2
curvature current into inner edge = -0.604 1/s
change of J1 by curvature = -1.39 %
time per monolayer = 100.0 s
nuclei per monolayer time (estimate) = 0.23
desorbed fraction = 5.8e-29
density relaxation time = 6.93e-06 s
edge speed * width / D = 4.0e-07
change of J1 by lattice = -0.33 %
inner share, round edges on lattice = 0.3870
inner share, square edges on lattice = 0.3784
no test failed
```
